# Why one Fowler-Nordheim slope cannot give both barrier height and tunnelling mass

A metal electrode injects electrons into an insulating film at high field. The leakage current density \(J\) is measured against the field \(E\), and \(\ln(J/E^2)\) plotted against \(1/E\) is a good straight line. Two properties of the contact control the tunnelling: the barrier height \(\phi\) and the electron's effective mass \(m\) inside the barrier. Why can the slope of this line not supply both, and what further information would?

## The mechanism: height, width and decay

Measure energy from the electrode's Fermi level, and let \(x\) be the depth into the dielectric. The field exerts a force \(F=eE\), with \(e>0\), so the conduction-band edge lies at

\[
U(x)=\phi-Fx .
\]

This is a triangular barrier. An electron at the Fermi level leaves it at \(x=\phi/F\), provided that the film is thicker than this distance. Image forces are left out for now.

Under the barrier the wave function decays at the local rate

\[
\kappa(x)=\frac{\sqrt{2m(\phi-Fx)}}{\hbar}.
\]

A higher barrier hinders the electron twice: the decay is faster, in proportion to \(\sqrt\phi\), and the path is longer, in proportion to \(\phi\). A heavier mass makes the decay faster but leaves the path unchanged. A higher barrier can therefore be compensated by a lighter mass. What matters is whether this compensation holds at one field or at every field on the plot.

In the WKB approximation the transmission probability is the exponential of minus twice the integrated decay rate. With \(u=\phi-Fx\), so that \(dx=-du/F\),

\[
2\int_0^{\phi/F}\kappa\,dx
=\frac{2\sqrt{2m}}{\hbar F}\int_0^\phi \sqrt u\,du
=\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar F}
=\frac{B}{E},
\]

\[
B=\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar e}.
\]

The field has separated from the material parameters. If \(\phi\) and \(m\) change with \(m\phi^3\) held fixed, the exponent stays the same at every field. As long as the barrier stays triangular, a wider field range measures \(B\) more precisely, but it does not split the product in this exponent.

## The same grouping in the wave equation

One may suspect that the WKB approximation has thrown away the missing information. For an electron at the Fermi level moving normal to the interface, the equation in the dielectric is

\[
-\frac{\hbar^2}{2m}\frac{d^2\psi}{dx^2}+(\phi-Fx)\psi=0 .
\]

Choose the length \(L=(\hbar^2/2mF)^{1/3}\) and write \(x=\phi/F-Lz\). Then \(\phi-Fx=FLz\) and \(d^2/dx^2=L^{-2}d^2/dz^2\). Since \(2mFL^3/\hbar^2=1\), the equation becomes

\[
\frac{d^2\psi}{dz^2}=z\psi,\qquad
z_0=\frac{\phi}{FL}=\left(\frac{2m\phi^3}{\hbar^2F^2}\right)^{1/3},
\]

where \(z_0\) is the position of the interface. Inside the barrier, mass and height again enter through \(m\phi^3\). They can separate where the wave is joined to the electrode.

To see how much that helps, let the electrode wave be \(e^{ikx}+Re^{-ikx}\), with electrode mass \(m_{\rm el}\). The wave travelling away in the dielectric is \(\psi=Cf(z)\), with \(f=\mathrm{Bi}+i\,\mathrm{Ai}\): far beyond the barrier, Bi and Ai become a cosine and a sine of the same growing phase. Continuity of \(\psi\), and of its derivative divided by the mass, gives

\[
1+R=Cf,\qquad 1-R=isCf',\qquad s=\frac{m_{\rm el}}{mkL},
\]

with \(f\) and \(f'\) taken at \(z_0\). Adding the two gives \(C=2/(f+isf')\). The transmitted flux is

\[
-\frac{\hbar|C|^2}{mL}\,\mathrm{Im}(f^*f')
=\frac{\hbar|C|^2}{mL}(\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\mathrm{Bi})
=\frac{\hbar|C|^2}{\pi mL},
\]

because the Wronskian in brackets equals \(1/\pi\). Dividing by the incident flux \(\hbar k/m_{\rm el}\) gives

\[
T=\frac{4s}{\pi|f+isf'|^2}.
\]

For a thick barrier \(z_0\) is large, Ai is negligible, and with \(\zeta=\tfrac23z_0^{3/2}\)

\[
\mathrm{Bi}\simeq\frac{e^\zeta}{\sqrt\pi\,z_0^{1/4}},\qquad
\mathrm{Bi}'\simeq\frac{z_0^{1/4}e^\zeta}{\sqrt\pi}.
\]

Hence \(\pi|f+isf'|^2\simeq e^{2\zeta}(1+s^2z_0)/\sqrt{z_0}\). Put \(\rho=s\sqrt{z_0}\). Since \(\sqrt{z_0}/L=\sqrt{2m\phi}/\hbar=\kappa_0\), the decay rate at the interface, and \(2\zeta=B/E\),

\[
T\simeq\frac{4\rho}{1+\rho^2}\,e^{-B/E},\qquad
\rho=\frac{m_{\rm el}\kappa_0}{mk}.
\]

The matching factor does contain \(m\) and \(\phi\) in another combination, but at this order it does not depend on the field. It shifts the plot vertically and leaves its slope alone.

## From one electron to the measured current

The electrode supplies electrons with many energies and directions. Let \(\varepsilon\) be the total electron energy, \(E_F\) the Fermi energy, both from the bottom of the electrode band, and \(\varepsilon_\parallel=\hbar^2k_\parallel^2/2m_{\rm el}\) the energy of motion along the interface. A smooth interface conserves \(k_\parallel\), which adds \(k_\parallel^2\) to \(\kappa^2\). The electron therefore sees the effective barrier height

\[
H=\phi+(E_F-\varepsilon)+\frac{m_{\rm el}}{m}\varepsilon_\parallel .
\]

With two spin states, at zero temperature,

\[
J=\frac{2e}{(2\pi)^3}\int v_xT\,d^3k
=\frac{em_{\rm el}}{2\pi^2\hbar^3}\int\!\!\int T\,d\varepsilon\,d\varepsilon_\parallel .
\]

Here \(d^3k=2\pi k_\parallel dk_\parallel dk_x\), \(k_\parallel dk_\parallel=m_{\rm el}d\varepsilon_\parallel/\hbar^2\), and \(v_xdk_x=d\varepsilon/\hbar\) at fixed \(\varepsilon_\parallel\). Now set \(u=E_F-\varepsilon\) and \(w=(m_{\rm el}/m)\varepsilon_\parallel\). Then \(m_{\rm el}d\varepsilon_\parallel=m\,dw\), and the WKB exponential depends only on the sum \(u+w=H-\phi\). From here on \(T\) stands for this exponential, without the matching factor. The positive pairs \((u,w)\) with a given sum form a range of length \(H-\phi\), so

\[
J=\frac{em}{2\pi^2\hbar^3}\int_\phi^\infty(H-\phi)T(H)\,dH .
\]

The upper limit may be infinite because \(T\) falls rapidly. Expand the exponent to first order about \(H=\phi\):

\[
T(H)\simeq e^{-B/E}e^{-(H-\phi)/d},\qquad
d=\frac{\hbar F}{2\sqrt{2m\phi}} .
\]

The integral is then \(d^2e^{-B/E}\), and \(d^2=\hbar^2F^2/(8m\phi)\) gives

\[
J=AE^2e^{-B/E},\qquad A=\frac{e^3}{16\pi^2\hbar\phi}.
\]

The next term of the exponent is \((H-\phi)^2/(4\phi d)\). The weight \((H-\phi)e^{-(H-\phi)/d}\) has mean square \(6d^2\), so this term lowers \(J\) by the fraction \(1.5\,d/\phi\), to leading order.

Taking the logarithm,

\[
\ln\frac{J}{E^2}=\ln A-\frac{B}{E}.
\]

The slope is \(-B\). Squaring the expression for \(B\) and solving for the mass,

\[
m=\frac{9\hbar^2e^2B^2}{32\,\phi^3}.
\]

This is a curve in the plane of \(m\) and \(\phi\), not a point. An independent barrier value selects the point. For small independent errors, \(\ln m=2\ln B-3\ln\phi+\text{const}\) gives

\[
\left(\frac{\delta m}{m}\right)^2=
\left(\frac{2\,\delta B}{B}\right)^2+\left(\frac{3\,\delta\phi}{\phi}\right)^2 .
\]

For equal relative errors, the barrier contributes more than the slope.

## Numbers for an oxide film

Take a 20 nm silicon-dioxide interlayer film on a metal, with rough typical values \(\phi=3.2\) eV and \(m=0.5\,m_e\), where \(m_e\) is the free-electron mass. The electrode has \(E_F=7\) eV and \(m_{\rm el}=m_e\). The fields run from 7 to 9.5 MV/cm. In practical units

\[
B=68.31\ \frac{\rm MV}{\rm cm}\sqrt{\frac{m}{m_e}}\left(\frac{\phi}{\rm eV}\right)^{3/2},
\]

so \(B=68.31\times0.7071\times5.724=276.5\) MV/cm, or 27.65 V/nm.

At 8 MV/cm the force is 0.8 eV/nm. The tunnel distance is \(3.2/0.8=4.0\) nm, well inside the film, and \(B/E=34.56\). The formula gives \(J=3.01\times10^{-8}\) A/cm²; the integral over \(H\) gives \(2.93\times10^{-8}\) A/cm², which is 2.7 % lower. With \(d=0.0617\) eV the predicted reduction is \(1.5\times0.0617/3.2=2.9\,\%\). A direct sum over electrode wave vectors reproduces the value from the integral.

Now hold \(m\phi^3=16.38\,m_e\,\mathrm{eV}^3\) fixed and change the barrier. The currents are at 8 MV/cm, at zero temperature and without the image force.

| \(\phi\) (eV) | \(m/m_e\) | Slope \(B\) (MV/cm) | \(J\) (A/cm²) |
|---|---|---|---|
| 2.5 | 1.049 | 276.3 | \(3.75\times10^{-8}\) |
| 3.2 | 0.500 | 276.3 | \(2.93\times10^{-8}\) |
| 4.0 | 0.256 | 276.3 | \(2.34\times10^{-8}\) |

The masses differ by a factor of four, yet the slopes agree to the digits shown. They were fitted to currents from the integral over \(H\), where \(\ln J\) contains the extra term \(-1.5\,d/\phi\). This term is proportional to \(E\), so its derivative with respect to \(1/E\) is \(1.5(d/\phi)E\), about 0.2 MV/cm, and the fitted slope lies below 276.5 by this amount. The Airy transmission of one electron at the Fermi level and normal incidence, which includes the matching, gives 276.5 MV/cm for all three pairs. As a contrast, raising the barrier to 4.0 eV with the mass held at \(0.5\,m_e\) changes the slope to 386.3 MV/cm. The slope is sensitive to each parameter; it cannot tell which of them has changed.

Suppose that an independent measurement gives \(\phi=3.2\pm0.1\) eV, and that the slope is 276.3 MV/cm with an error of 2 %. Then

\[
\frac{m}{m_e}=\frac{(276.3/68.31)^2}{3.2^3}=0.499 .
\]

The slope contributes 4 % to the error and the barrier \(3\times0.1/3.2=9.4\,\%\). Together they give 10.2 %, so \(m=(0.50\pm0.05)\,m_e\) within this model.

## Why not use the intercept?

The line also has an intercept, \(\ln A\), and in the ideal formula \(A\) depends on \(\phi\) alone. In principle this is the missing second relation. For ideal currents the fitted intercept returns 3.38 eV, close to the input of 3.2 eV.

For real data it is fragile. The measurements lie between \(1/E=0.105\) and 0.143 cm/MV, while the intercept lies at \(1/E=0\). An error of 1 % in the slope, carried over that distance, changes \(A\) by a factor of 1.40, and the inferred barrier by the same factor. An error in the emitting area also enters \(A\) directly, as does the matching factor, which is 1.74 to 2.00 for the three pairs.

The image force does more damage. An electron at distance \(x\) from the metal is attracted to its image at distance \(2x\) with force \(e^2/(4\epsilon x^2)\), where \(\epsilon\) is the dielectric constant, here the optical value 2.1, and Gaussian units are used, with \(e^2=1.44\) eV nm. This adds \(-e^2/(4\epsilon x)\) to the barrier. To first order the tunnelling exponent falls by

\[
\frac{\sqrt{2m}}{\hbar}\int\frac{e^2}{4\epsilon x}\frac{dx}{\sqrt{\phi-Fx}}
\simeq c\,\ln\frac{4\phi}{Fx_c},\qquad
c=\frac{\kappa_0e^2}{4\epsilon\phi}.
\]

The integral must be cut off at a small distance \(x_c\), where the image energy is comparable with \(\phi\) and the first-order treatment fails. This estimate does not fix the size of the effect, but it shows the field dependence: the gain in \(\ln J\) contains a large constant and varies only as \(-c\ln E\). The constant goes into the intercept.

In the example \(\kappa_0=6.48\) nm⁻¹ and \(e^2/\epsilon=0.686\) eV nm, so \(c=0.35\). Differentiating \(-c\ln E\) with respect to \(1/E\) gives \(cE\), about 2.8 MV/cm, by which the slope should fall. The full barrier integral gives a fall from 276.3 to 273.3 MV/cm, while the current at 8 MV/cm rises by a factor of 16.3. With the image force and a temperature of 300 K both included, the intercept read through the ideal formula gives a barrier of 0.42 eV instead of 3.2 eV. The slope has changed by only 3.1 % of the ideal 276.5 MV/cm.

## Measurements that do break the tie

Internal photoemission is the direct choice. Light lifts electrons from the Fermi level over the barrier, and the threshold photon energy gives its top. The tunnelling mass does not enter. With the image force, the barrier is highest where

\[
-F+\frac{e^2}{4\epsilon x^2}=0,\qquad x=\frac12\sqrt{\frac{e^2}{\epsilon F}} .
\]

There \(Fx\) and \(e^2/(4\epsilon x)\) both equal \(\tfrac12\sqrt{e^2F/\epsilon}\), so the top is lowered by their sum, \(\sqrt{e^3E/\epsilon}\). Thresholds plotted against \(\sqrt E\) can be extrapolated to zero field to recover \(\phi\). At 1 MV/cm the lowering is 0.262 eV. If the lowered value, 2.94 eV, were used as \(\phi\), the mass would come out as \(0.646\,m_e\) instead of \(0.500\,m_e\).

A barrier measurement is not the sole remedy. An independently known mass would also serve, and so would a tunnelling experiment in another regime. In a film a few nanometres thick at low bias, the barrier is nearly rectangular. The transmission then falls with thickness \(t\) as \(e^{-Dt}\), where

\[
D=2\kappa_0=\frac{2\sqrt{2m\phi}}{\hbar}.
\]

This fixes \(m\phi\) instead of \(m\phi^3\), because the path length no longer depends on \(\phi\). The mass cancels from the ratio:

\[
\frac{B}{D}=\frac{2\phi}{3e},\qquad \phi=\frac{3eB}{2D}.
\]

The three pairs have \(D=16.59\), 12.96 and 10.37 nm⁻¹. With \(B=27.65\) V/nm they give 2.5, 3.2 and 4.0 eV, so the ambiguity is gone. Here \(D\) belongs to one electron at normal incidence. In the measured current, the sum over directions adds a factor \(1/t\), because a thicker film admits a narrower range of \(k_\parallel\). At a fixed low voltage \(D\) is therefore read from the slope of \(\ln(Jt)\) against \(t\), not of \(\ln J\).

The method assumes that the thin films have the same barrier and mass as the thick one, that image forces are negligible or corrected for, and that the band in the gap is parabolic. The last condition matters in a real oxide: with the two-band form given below, the ratio would overestimate a barrier of 3.2 eV by about 10 %.

## What a real film does to the answer

The parameters resemble a metal contact to dense silicon dioxide, but the upper fields are close to the breakdown field of good oxide, roughly 10 MV/cm. A porous low-k film may break down earlier, or leak through traps in its bulk. The slope then does not measure the electrode barrier, and the formulas above do not apply.

Even when tunnelling from the electrode dominates, a known barrier does not remove errors in the slope. The following effects are each taken alone, with \(\phi\) held at 3.2 eV and slope changes given relative to 276.5 MV/cm.

- **Temperature.** At 300 K some electrons lie above the Fermi level and see a lower barrier. They help more at low field, where \(d\) is smaller and transmission rises faster with energy. The slope falls by 2.0 %, and the inferred mass is \(0.481\,m_e\). The correction depends on \(k_BT/d\), hence on \(m\phi\) rather than \(m\phi^3\), so at 300 K the three pairs of the table no longer have equal slopes: the fall is 3.5 % for the 2.5 eV pair and 1.2 % for the 4.0 eV pair.
- **Trapped charge.** Let \(N=10^{12}\) electrons per cm² sit in the middle of the film at fixed voltage. The field jumps by \(4\pi eN/\epsilon_s\) across the sheet, with static dielectric constant \(\epsilon_s=3.9\), while its average stays fixed. The cathode field therefore drops by half the jump, 0.232 MV/cm. Plotted against the average field, the slope rises by 6.1 %, and the inferred mass is \(0.563\,m_e\).
- **Band structure.** Deep in the gap the bands are not parabolic. A simple two-band form is \(\kappa^2=2mU(1-U/E_g)/\hbar^2\), with \(m\) the band-edge mass and \(E_g=9\) eV. To first order in \(\phi/E_g\) the exponent is multiplied by \(1-3\phi/(10E_g)=0.893\). The full barrier integral for an electron at the Fermi level lowers the slope by 11.5 %, and a parabolic analysis returns \(0.392\,m_e\).

In the last two cases the inferred mass shifts by 13 % and 22 % of the input \(0.5\,m_e\), more than the 10 % error found above. For the two-band film, the inferred mass is an average over the barrier and not the band-edge mass.

Coherent reflection at the far electrode matters less here. For one electron at the Fermi level and an anode of the same metal, it makes the transmission ripple by up to 6.4 % in a scan from 8.0 to 8.3 MV/cm; the size depends on the anode and the field, and the sum over energies averages most of it out of the current. This figure assumes ballistic flight over 16 nm up to about 13 eV in a parabolic band, whereas in a real oxide electrons scatter well before that. Roughness acts on the slope directly. If emission comes from places where the field is \(\beta E\), the exponent is \(B/(\beta E)\), and the inferred \(m\phi^3\) is too small by the factor \(\beta^2\). A barrier measurement resolves the ambiguity between \(m\) and \(\phi\), but the field at the emitting surface must still be known. The values used here are listed in the numerical output.

## Calculated quantities

```
inputs: barrier 3.2 eV, mass 0.5 m_e, Fermi energy 7.0 eV
film 20.0 nm, optical eps 2.1, static eps 3.9
gap 9.0 eV, field window 7.0 to 9.5 MV/cm
B for 1 eV and 1 m_e: 68.31 MV/cm
B of example: 276.5 MV/cm = 27.65 V/nm
m*phi^3: 16.38 m_e eV^3
A of example: 4.817e-07 A/V^2
at 8.0 MV/cm: exponent B/E 34.56
  tunnel distance 4.00 nm
  decay energy d 0.0617 eV
  J closed formula 3.012e-08 A/cm^2
  J barrier-height integral 2.930e-08 A/cm^2
  J wave-vector sum 2.930e-08 A/cm^2
J at window ends: 1.61e-10 and 9.64e-06 A/cm^2
pair phi 2.5 eV, m 1.049 m_e:
  slope from J 276.3, from Airy T 276.5 MV/cm
  at 8.0 MV/cm: T 1.70e-15, matching factor 1.74
  J 3.75e-08 A/cm^2; low-bias decay constant 16.59 1/nm
pair phi 3.2 eV, m 0.500 m_e:
  slope from J 276.3, from Airy T 276.5 MV/cm
  at 8.0 MV/cm: T 1.95e-15, matching factor 2.00
  J 2.93e-08 A/cm^2; low-bias decay constant 12.96 1/nm
pair phi 4.0 eV, m 0.256 m_e:
  slope from J 276.3, from Airy T 276.5 MV/cm
  at 8.0 MV/cm: T 1.82e-15, matching factor 1.85
  J 2.34e-08 A/cm^2; low-bias decay constant 10.37 1/nm
control phi 4.0 eV, m 0.5 m_e: slope 386.3 MV/cm
assumed errors: slope 2 %, barrier 0.1 eV
mass found 0.499 m_e, error 10.2 % = 0.051 m_e
photoemission lowering at 1.0 MV/cm: 0.262 eV
  mass if lowering is ignored: 0.646 m_e
1 % slope error changes the intercept A by factor 1.40
barrier from intercept, ideal current: 3.38 eV
  same with image force and 300 K: 0.42 eV
image force: J times 16.3 at 8.0 MV/cm
300 K: J times 1.37 at 8.0 MV/cm
trapped 1e+12 cm^-2: cathode field down 0.232 MV/cm
apparent slope, and mass inferred with the barrier known:
  ideal: 276.3 MV/cm (-0.1 %), 0.499 m_e
  image force: 273.3 MV/cm (-1.1 %), 0.489 m_e
  300 K: 271.1 MV/cm (-2.0 %), 0.481 m_e
  image and 300 K: 268.0 MV/cm (-3.1 %), 0.470 m_e
  trapped charge: 293.3 MV/cm (+6.1 %), 0.563 m_e
  two-band gap: 244.8 MV/cm (-11.5 %), 0.392 m_e
coherent anode reflection: T ripple up to 6.4 %
```
